\section*{Cauchy pressure of a stress-free cubic embedded-atom metal}

\section{The decision that hangs on the result}

Before an embedded-atom potential is fitted to a cubic metal with one atom per primitive cell, a form must be chosen for its embedding function. The target value of $C_{12}-C_{44}$, the Cauchy pressure, restricts that choice before any parameter is adjusted: for a static crystal free of stress, its sign must be the sign of the curvature of the embedding function at the density of the perfect crystal. If the target is negative, a form such as $-A\sqrt{\rho}$ with $A>0$, whose curvature is positive, cannot reach it. A measured target close to zero needs more care, because heat and zero-point motion shift it too.

In this model the energy per atom of a perfect crystal is
\begin{equation}
E=F(\bar\rho)+\tfrac12\sum_{\mathbf R}\phi(R),\qquad
\bar\rho=\sum_{\mathbf R}\rho(R).
\label{energy}
\end{equation}
The sums run over the vectors $\mathbf R$ from one atom to its neighbours, $\phi$ is a pair energy, $\rho(R)$ is the density contributed by one neighbour, and $F$ is the embedding function. The density is taken as dimensionless. Let the crystal be cubic, with one atom per primitive cell of volume $\Omega$, static and free of stress. Then
\begin{equation}
C_{12}-C_{44}=\frac{F''(\bar\rho)\,v^2}{\Omega},\qquad
v=\tfrac13\sum_{\mathbf R}R\,\rho'(R).
\label{result}
\end{equation}
The proportionality to $F''$ holds at fixed lattice constant and fixed $\rho(R)$. The prefactor is positive unless $v=0$.

\section{First derivation: homogeneous strain}

Deform the crystal by a matrix $M$, so that $\mathbf R$ becomes $M\mathbf R$. With one atom per cell each atom is an inversion centre. The deformed lattice keeps this symmetry, so no atom feels a net force and none moves relative to the deformed lattice. The new length $r$ of a neighbour vector obeys
\begin{equation}
r^2=R^2+2R_i\eta_{ij}R_j,\qquad \eta=\tfrac12(M^{T}M-1),
\end{equation}
where repeated indices are summed. Differentiating $r^2$ once gives $2r\,\partial r/\partial\eta_{ij}=2R_iR_j$. Differentiating again and setting $\eta=0$ gives
\begin{equation}
\frac{\partial r}{\partial\eta_{ij}}=\frac{R_iR_j}{R},\qquad
\frac{\partial^2 r}{\partial\eta_{ij}\partial\eta_{kl}}
=-\frac{R_iR_jR_kR_l}{R^3}.
\end{equation}

The first derivative of the energy is $\Omega$ times the stress:
\begin{equation}
\Omega\sigma_{ij}=\tfrac12\sum\phi'\frac{R_iR_j}{R}+F'V_{ij},\qquad
V_{ij}=\sum\rho'\frac{R_iR_j}{R}.
\label{stress}
\end{equation}
In the second derivative, $F$ contributes twice. Its slope multiplies the second derivative of $\bar\rho$, and its curvature multiplies the product of two first derivatives. The slope term has the form of a pair energy, so it joins $\phi$ in an effective pair function
\begin{equation}
\psi(R)=\phi(R)+2F'(\bar\rho)\rho(R),
\end{equation}
with $F'$ held at its value in the undeformed crystal. The 2 cancels the $\tfrac12$ in front of the pair sum. Hence
\begin{align}
C_{ijkl}&=\frac1\Omega\frac{\partial^2E}{\partial\eta_{ij}\partial\eta_{kl}}
=p_{ijkl}+\frac{F''}{\Omega}V_{ij}V_{kl},\label{C}\\
p_{ijkl}&=\frac1{2\Omega}\sum\left(\psi''-\frac{\psi'}{R}\right)
\frac{R_iR_jR_kR_l}{R^2}.\label{p}
\end{align}

The engineering shear is $\gamma=2\eta_{23}$. In $\tfrac12C_{ijkl}\eta_{ij}\eta_{kl}$ four equal terms appear, each with $(\gamma/2)^2$, so the energy density is $\tfrac12C_{2323}\gamma^2$ and $C_{44}=C_{2323}$. Also $C_{12}=C_{1122}$. The tensor $p_{ijkl}$ does not change when its indices are permuted, so
\begin{equation}
p_{1122}=p_{2323}\equiv p,
\end{equation}
where the cubic axes have also been relabelled. This is the Cauchy relation of central pair forces.

Reflection of one cubic axis changes the sign of the off-diagonal elements of $V$, which must therefore vanish. Exchange of axes makes the diagonal elements equal. The trace is $\sum R\rho'=3v$, so $V_{ij}=v\delta_{ij}$. Equation \eqref{C} then gives
\begin{equation}
C_{12}=p+\frac{F''v^2}{\Omega},\qquad C_{44}=p,
\end{equation}
and subtraction gives \eqref{result}.

Uniform dilation shows what $v$ measures. If all lengths grow by a factor $1+\epsilon$, then $d\bar\rho=3v\,\epsilon$ and $d\Omega=3\Omega\,\epsilon$. Thus $v=\Omega\,d\bar\rho/d\Omega$ and
\begin{equation}
C_{12}-C_{44}=\Omega F''\left(\frac{d\bar\rho}{d\Omega}\right)^2.
\end{equation}
The Cauchy pressure is the part of the resistance to volume change that comes from the curvature of $F$.

\subsection{Where zero stress enters}

Nothing after \eqref{stress} required $\sigma=0$. The condition is needed to identify derivatives in $\eta$ with the coefficients that relate stress to a small strain $\varepsilon$. Suppose the crystal is under pressure $P$, and apply $M=1+\varepsilon$ with symmetric $\varepsilon$. Let $T_{ij}=\Omega^{-1}\partial E/\partial\eta_{ij}=-P\delta_{ij}+C_{ijkl}\varepsilon_{kl}$ to first order. A further small strain $\delta$ changes $\eta$ by $M^T\delta M$. Equating the two expressions for the work, $\Omega\,T_{ij}(M^T\delta M)_{ij}$ and $\Omega\det(M)\,\sigma_{ij}\delta_{ij}$, gives $\sigma=MTM^T/\det M$. To first order,
\begin{equation}
\sigma_{ij}=-P\delta_{ij}+P\delta_{ij}\varepsilon_{kk}
-2P\varepsilon_{ij}+C_{ijkl}\varepsilon_{kl}.
\end{equation}
The response of $\sigma_{22}$ to $\varepsilon_{11}$ is $B_{12}=C_{12}+P$. The response of $\sigma_{23}$ to $\gamma=2\varepsilon_{23}$ is $B_{44}=C_{44}-P$. Therefore
\begin{equation}
B_{12}-B_{44}=\frac{F''v^2}{\Omega}+2P,
\label{pressure}
\end{equation}
with $F''$, $v$ and $\Omega$ taken in the compressed crystal. At $P=0$ the difference isolates $F''$.

\section{Second derivation: long lattice waves}

Now leave the cell alone and displace the atom at $\mathbf X$ by $\mathbf b\cos(\mathbf k\cdot\mathbf X)$. Write $\alpha=\mathbf k\cdot\mathbf X$, $\theta=\mathbf k\cdot\mathbf R$ and $\hat{\mathbf R}=\mathbf R/R$. The displacement of a neighbour relative to the atom is $\mathbf w=\mathbf b[\cos(\alpha+\theta)-\cos\alpha]$, and the bond length becomes
\begin{equation}
r=R+\hat{\mathbf R}\cdot\mathbf w
+\frac{w^2-(\hat{\mathbf R}\cdot\mathbf w)^2}{2R}+\dots
\end{equation}

To first order the density at the atom changes by $\sum\rho'\,\hat{\mathbf R}\cdot\mathbf w$. Neighbours at $\mathbf R$ and $-\mathbf R$ combine through $\cos(\alpha+\theta)-\cos(\alpha-\theta)=-2\sin\alpha\sin\theta$, so
\begin{equation}
\delta\bar\rho=-\sin\alpha\;\mathbf b\cdot\mathbf g,\qquad
\mathbf g=\sum\rho'\,\hat{\mathbf R}\sin\theta.
\end{equation}
Averaged over atoms, $\tfrac12F''(\delta\bar\rho)^2$ is $\tfrac14F''(\mathbf b\cdot\mathbf g)^2$. The remaining second-order terms are those of the pair function $\psi$, and the average of $[\cos(\alpha+\theta)-\cos\alpha]^2$ is $1-\cos\theta$. The mean energy per atom is thus $\tfrac14b_iD_{ij}b_j$, with
\begin{equation}
D_{ij}=\sum(1-\cos\theta)\left[\left(\psi''-\frac{\psi'}R\right)
\hat R_i\hat R_j+\frac{\psi'}R\delta_{ij}\right]+F''g_ig_j.
\end{equation}

For long waves $1-\cos\theta\to\theta^2/2$ and $\sin\theta\to\theta$, so $g_i\to V_{ij}k_j=vk_i$. The term in $\delta_{ij}$ becomes $\tfrac12\sum\psi'(\mathbf k\cdot\mathbf R)^2/R$. By \eqref{stress} this is $\Omega\sigma_{kl}k_kk_l$, which vanishes without stress. What remains is
\begin{equation}
D_{ij}=\Omega\,p_{ijkl}k_kk_l+F''v^2k_ik_j .
\label{longwave}
\end{equation}

An elastic continuum carrying the same wave has strain $-\tfrac12(b_ik_j+b_jk_i)\sin\alpha$. Its mean energy per atom is $\tfrac14\Omega C_{ijkl}b_ik_jb_kk_l$. The two energies must agree for every $\mathbf b$ and $\mathbf k$. Their common factor $\tfrac14$ is dropped in the comparisons below.

Take first $\mathbf k$ along axis 1 and $\mathbf b$ along axis 2. The continuum gives $\Omega C_{44}k^2b^2$ and the lattice gives $\Omega p\,k^2b^2$, so $C_{44}=p$. The curvature term is absent because $\mathbf b\cdot\mathbf k=0$: to first order in $\mathbf b$ and at leading order in $k$, a transverse wave does not change the density at any atom.

Next compare the coefficients of $b_1b_2k_1k_2$. The continuum has $2\Omega(C_{12}+C_{44})$, since $C_{1122}$ and $C_{1221}$ each occur twice. In the lattice energy $2D_{12}b_1b_2$, equation \eqref{longwave} gives $D_{12}=(2\Omega p+F''v^2)k_1k_2$. Hence
\begin{equation}
C_{12}+C_{44}=2p+\frac{F''v^2}{\Omega}.
\end{equation}
Subtracting $2C_{44}=2p$ gives \eqref{result} again.

Pressure can be followed here too. With $\sigma_{kl}=-P\delta_{kl}$ the term in $\delta_{ij}$ adds $-\Omega Pk^2\delta_{ij}$ to $D_{ij}$. The restoring force on a wave is the gradient of the stress change, which is governed by the $B$ coefficients, because a rotation leaves an isotropic stress unchanged. So $B_{44}=p-P$ and $B_{12}+B_{44}=2p+F''v^2/\Omega$, which reproduces \eqref{pressure}.

\section{What each derivation assumes}

Both derivations need a twice differentiable $F$, central functions $\rho(R)$ and $\phi(R)$, cubic symmetry and inversion at every atom. They use these differently.

The strain derivation compares perfect crystals and needs no limit of long wavelength. Inversion ensures that atoms follow the strain, and zero stress enters at the end, in the meaning of the coefficients. The wave derivation needs small displacements and lattice sums that converge well enough for the expansion in $\mathbf k$, as they do for functions of finite range. Inversion makes the density change proportional to $\mathbf g$, and zero stress removes a definite term from the force constants.

A crystal with a basis shows how the result can fail. If a shear $\gamma$ couples to a relative displacement $u$ of two sublattices, the energy per cell of volume $\Omega_c$ contains $\Lambda\gamma u+\tfrac12Ku^2$, with $K>0$. Minimization gives $u=-\Lambda\gamma/K$ and lowers the energy by $\Lambda^2\gamma^2/2K$. This reduces $C_{44}$ by $\Lambda^2/(K\Omega_c)$, a change that \eqref{result} does not contain. Angular forces also fall outside both derivations, because their energy is not a function of separate bond lengths and $\bar\rho$ alone.

The split between $F$ and $\phi$ is not unique. Replacing $F$ by $F+c\bar\rho$ and $\phi$ by $\phi-2c\rho$ leaves $E$ unchanged, since the added terms cancel. This changes $F'$ but not $F''$. Multiplying $\rho$ by $\lambda$ at unchanged embedding energy divides $F''$ by $\lambda^2$ and multiplies $v^2$ by $\lambda^2$. Values of $F''$ from two potentials are therefore comparable only once the scale of $\rho$ is accounted for, as it is in the product $F''v^2$.

\section{A body-centred cubic example}

Caesium is a cubic metal with one atom per primitive cell. Take the rough values $a=0.61$ nm for the lattice constant and 0.80 eV for the cohesive energy. The model functions are
\begin{equation}
F=-A\sqrt{\bar\rho},\quad \rho=x^2,\quad \phi=Wx^5,\quad
x=\frac{r_c-R}{r_c-R_1},
\end{equation}
with $\rho$ and $\phi$ zero beyond $r_c=1.35a=0.8235$ nm. The eight first neighbours lie at $R_1=0.5283$ nm, where $x=1$. The six second neighbours lie at $0.61$ nm, where $x^2=0.523$. The third shell is out of range. Then
\begin{align}
\bar\rho&=8+6(0.523)=11.14,\\
v&=\tfrac13[8(0.5283)(-6.775)+6(0.61)(-4.899)]=-15.52,
\end{align}
where the slopes $\rho'=-2x/(r_c-R_1)$ are in nm$^{-1}$.

Zero stress requires $\tfrac12\sum R\phi'+3F'v=0$. With $F'=-A/(2\sqrt{\bar\rho})$ this reads $-44.3W+6.98A=0$. The cohesive energy requires $-3.337A+4.593W=-0.80$ eV. The solution is $A=0.306$ eV and $W=0.0482$ eV. No elastic constant has been fitted. The curvature and volume are
\begin{equation}
F''=\frac{A}{4\bar\rho^{3/2}}=0.002059\ \text{eV},\qquad
\Omega=\frac{a^3}{2}=0.1135\ \text{nm}^3,
\end{equation}
and therefore
\begin{equation}
C_{12}-C_{44}=\frac{0.002059\,(15.52)^2}{0.1135}
=4.37\ \text{eV/nm}^3=0.70\ \text{GPa}.
\end{equation}

Second differences of the energies of strained crystals, which do not use \eqref{result}, give $C_{11}=3.23$, $C_{12}=2.33$ and $C_{44}=1.63$ GPa, with the same difference of 0.70 GPa. Adding a quadratic term about $\bar\rho$ to $F$ changes $F''$ while $F$, $F'$ and the lattice constant stay fixed. With $F''$ multiplied by $-1$, 0 and 2, the difference becomes $-0.70$, 0 and 1.40 GPa, while $C_{44}$ and $C_{11}-C_{12}$ do not change. At the factor 0 the embedding function is still nonlinear, yet the Cauchy relation holds.

Shortening all lengths by 1\% produces a pressure of 0.083 GPa. The curvature term is then 0.694 GPa, and \eqref{pressure} gives $0.694+2(0.083)=0.86$ GPa. Numerical differentiation of the stress gives the same value, 23\% above the stress-free result. The term $2P$ adds 0.167 GPa, while the curvature term falls by 0.006 GPa.

Heat and zero-point motion can be sized by adding the free energy of harmonic vibrations, with frequencies recomputed for each strained lattice. For an atomic mass of 133 u at 80 K, minimizing the total free energy expands the lattice by 0.38\%. Its strain derivatives give an isothermal difference of 0.69 GPa, about 1\% below the static value. Derivatives of the energy at constant entropy, appropriate to sound, give 0.72 GPa, about 3\% above it. Doubling the number of sampled wave vectors along each direction changes either difference by less than 0.1\% of the static value, so within this harmonic treatment the isothermal shift is negative.

The adiabatic value is the larger for a reason that symmetry supplies. Let $S$ be the entropy and $c$ the heat capacity at constant volume, both per atom, and let $S_\Omega=\partial S/\partial\ln\Omega$ at fixed temperature. At constant entropy a strain changes the temperature by $\delta T=-TS_\Omega\varepsilon_{kk}/c$. Since $\partial\sigma_{ij}/\partial T=-S_\Omega\delta_{ij}/\Omega$ at fixed strain, the added stress is $TS_\Omega^2\varepsilon_{kk}\delta_{ij}/(\Omega c)$. It raises $C_{11}$ and $C_{12}$ equally and leaves $C_{44}$ alone.

The model's bulk modulus, $(C_{11}+2C_{12})/3=2.6$ GPa, is above that of real caesium, which is roughly 2 GPa, so 0.70 GPa should be read as a model value. It also depends on the chosen cutoff. With $r_c$ moved from $1.28a$ to $1.38a$ and $A$ and $W$ refitted, the static value falls from about 1.0 to 0.6 GPa. The isothermal shift at 80 K goes from about $-2\%$ to $-1\%$, and the adiabatic shift stays near $+3\%$. The derivations apply equally to a face-centred cubic lattice such as that of copper. Copper's Cauchy pressure is positive and roughly 45 GPa. The thin copper lines that carry current on a chip can be under stress, which breaks the assumption of zero stress. For a purely hydrostatic tension of 0.3 GPa, a rough size for such lines, $2P=-0.6$ GPa, or about 1\% of the Cauchy pressure. The accompanying change of $F''v^2/\Omega$ has not been calculated for copper and need not be small beside $2P$, so 1\% is not an estimate of the whole effect. A stress that is not hydrostatic also removes the cubic symmetry used here.
